**Yamaguchi spin projection tested on spin dimers and the Hubbard dimer**

The program tests \(J_Y=(E_{BS}-E_{HS})/(\langle S^2\rangle_{HS}-\langle S^2\rangle_{BS})\) for the convention \(H=-2J\,\mathbf S_A\cdot\mathbf S_B\), where HS and BS denote the high-spin and broken-symmetry determinants. Explicit spin matrices confirm that the formula recovers \(J\) for four pairs of spins, and that a biquadratic term \(K\) shifts the result by \(K/4\) for two spins 1. For the Hubbard dimer with hopping \(t\) and repulsion \(U\), the BS determinant is found by numerical minimization in Fock space and compared with the derived formulas at eleven values of \(U/t\). The assertions cover \(J_Y=J_N/(1+s^2)\), where \(J_N=E_{BS}-E_{HS}\) and \(s\) is the overlap of the magnetic orbitals, and the equality of \(2J_Y\) with the projected singlet energy. They also cover the kink at \(U=2t\) and the leading errors for small and large \(U\). For \(t=200\) meV and \(U=1000\) meV the output gives \(J_Y=-68.97\) meV, against \(-70.16\) meV from exact diagonalization. Among the tested values of \(U/t\), the ratio of \(J_Y\) to the exact coupling is smallest at \(U/t=2\), where it is 0.809.

## Verification by program

```python
"""Yamaguchi approximate spin projection, tested on spin and Hubbard dimers.

Result under test, for the convention H = -2 J S_A.S_B (spins in units of hbar):
    J_Y = (E_BS - E_HS) / (<S^2>_HS - <S^2>_BS)
HS: high-spin determinant; BS: broken-symmetry determinant.
Hubbard dimer: hopping t, repulsion U, u = U/t, orbital overlap s.
    J_Y = J_N/(1+s^2), J_N = E_BS - E_HS (weak overlap), J_N/2 (strong overlap)
Energies inside the functions are in units of t.
Fock-space matrices and numerical minimization supply the independent side.
"""
import numpy as np
from scipy.optimize import minimize, minimize_scalar
from scipy.constants import e as elementary_charge


def annihilators(number):
    """Jordan-Wigner matrices; even index = spin up, odd index = spin down."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for k in range(number):
        matrix = np.eye(1)
        for m in range(number):
            factor = parity if m < k else lower if m == k else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def total_spin(c):
    """S^2 and S_z from second-quantized spin operators."""
    plus = sum(a.T @ b for a, b in zip(c[0::2], c[1::2]))
    sz = 0.5 * sum(a.T @ a - b.T @ b for a, b in zip(c[0::2], c[1::2]))
    return plus.T @ plus + sz @ sz + sz, sz


def mean(operator, state):
    return np.vdot(state, operator @ state).real


# ---------- Heisenberg dimers with general spins ----------
def spin_matrices(spin):
    m = spin - np.arange(int(round(2 * spin)) + 1)
    plus = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), plus


def spin_dimer(sa, sb):
    za, pa = spin_matrices(sa)
    zb, pb = spin_matrices(sb)
    ia, ib = np.eye(len(za)), np.eye(len(zb))
    dot = np.kron(za, zb) + 0.5 * (np.kron(pa, pb.T) + np.kron(pa.T, pb))
    z = np.kron(za, ib) + np.kron(ia, zb)
    p = np.kron(pa, ib) + np.kron(ia, pb)
    high = np.kron(ia[0], ib[0])
    neel = np.kron(ia[0], ib[-1])
    return dot, p.T @ p + z @ z + z, high, neel


def yamaguchi(ham, s2, high, broken):
    return ((mean(ham, broken) - mean(ham, high))
            / (mean(s2, high) - mean(s2, broken)))


coupling = -10.0  # meV
for sa, sb in [(0.5, 0.5), (1, 1), (1.5, 1), (2.5, 2.5)]:
    dot, s2, high, neel = spin_dimer(sa, sb)
    ham = -2 * coupling * dot
    assert abs(yamaguchi(ham, s2, high, neel) - coupling) < 1e-10
    assert abs(mean(s2, high) - mean(s2, neel) - 4 * sa * sb) < 1e-10
    if sa == sb:
        singlet = np.linalg.eigh(s2)[1][:, 0]
        smax = sa + sb
        gap = mean(s2, high) - mean(s2, singlet)
        assert abs(gap - smax * (smax + 1)) < 1e-9
        assert abs(yamaguchi(ham, s2, high, singlet) - coupling) < 1e-9

# A biquadratic term takes the levels off the Heisenberg ladder.
biquadratic = 1.0  # meV
dot, s2, high, neel = spin_dimer(1, 1)
ham = -2 * coupling * dot + biquadratic * dot @ dot
j_biquadratic = yamaguchi(ham, s2, high, neel)
assert abs(j_biquadratic - (coupling + biquadratic / 4)) < 1e-10

# ---------- Spin contamination with two magnetic orbitals per site ----------
c8 = annihilators(8)
s2_four, _ = total_spin(c8)


def build_determinant(c, up_orbitals, down_orbitals):
    state = np.zeros(len(c[0]))
    state[0] = 1.0
    for offset, orbitals in ((1, down_orbitals), (0, up_orbitals)):
        for orbital in orbitals:
            state = sum(x * (c[2 * k + offset].T @ state)
                        for k, x in enumerate(orbital))
    return state


high_four = build_determinant(c8, np.eye(4), [])
for angles in [(0.0, 0.0), (0.2, 0.5), (np.pi / 4, np.pi / 4)]:
    up, down = np.zeros((2, 4)), np.zeros((2, 4))
    for i, angle in enumerate(angles):
        up[i, i], up[i, i + 2] = np.cos(angle), np.sin(angle)
        down[i, i], down[i, i + 2] = np.sin(angle), np.cos(angle)
    broken = build_determinant(c8, up, down)
    overlap_sum = np.sum((up @ down.T) ** 2)
    difference = mean(s2_four, high_four) - mean(s2_four, broken)
    assert abs(mean(s2_four, broken) - (2 - overlap_sum)) < 1e-10
    assert abs(difference - (4 + overlap_sum)) < 1e-10

# ---------- Hubbard dimer in its full Fock space ----------
c = annihilators(4)
S2, SZ = total_spin(c)
number = sum(a.T @ a for a in c)
hopping = -sum(c[k].T @ c[k + 2] + c[k + 2].T @ c[k] for k in (0, 1))
double = sum(c[k].T @ c[k] @ c[k + 1].T @ c[k + 1] for k in (0, 2))
vacuum = np.eye(16)[0]
pair = np.array([[c[2 * i].T @ c[2 * j + 1].T @ vacuum
                  for j in range(2)] for i in range(2)])
high_spin = c[0].T @ c[2].T @ vacuum
sector = np.where((np.abs(np.diag(number) - 2) < 1e-9)
                  & (np.abs(np.diag(SZ)) < 1e-9))[0]
singlet_projector = np.eye(16) - S2 / 2  # valid for two electrons


def two_electron_state(up, down):
    return np.einsum('i,j,ijk->k', up, down, pair)


def orbital(angle):
    return np.array([np.cos(angle), np.sin(angle)])


def projected_energy(ham, state):
    part = singlet_projector @ state
    return mean(ham, part) / np.vdot(part, part).real


def solve(u):
    """Numerical UHF minimum and exact diagonalization at u = U/t."""
    ham = hopping + u * double

    def energy(x):
        return mean(ham, two_electron_state(orbital(x[0]), orbital(x[1])))

    best = None
    for start in [(0.3, 1.2), (1.0, 0.2), (0.8, 0.7), (2.5, 0.4)]:
        trial = minimize(energy, start, method='Nelder-Mead',
                         options={'xatol': 1e-9, 'fatol': 1e-14,
                                  'maxiter': 2000, 'maxfev': 4000})
        if best is None or trial.fun < best.fun:
            best = trial
    up, down = orbital(best.x[0]), orbital(best.x[1])
    state = two_electron_state(up, down)
    values, vectors = np.linalg.eigh(ham[np.ix_(sector, sector)])
    ground = np.zeros(16)
    ground[sector] = vectors[:, 0]
    assert abs(mean(S2, ground)) < 1e-9
    assert np.linalg.norm(ham @ high_spin) < 1e-12
    e_high = mean(ham, high_spin)
    return {'ham': ham, 'state': state, 's': abs(up @ down),
            'e_bs': best.fun, 'e_hs': e_high,
            's2_bs': mean(S2, state), 's2_hs': mean(S2, high_spin),
            'jn': best.fun - e_high,
            'jy': yamaguchi(ham, S2, high_spin, state),
            'jex': (values[0] - e_high) / 2}


def formulas(u):
    """Derived s, E_BS, J_Y and exact J, in units of t."""
    jex = (u - np.sqrt(u * u + 16)) / 4
    if u >= 2:
        return 2 / u, -2 / u, -2 * u / (u * u + 4), jex
    return 1.0, -2 + u / 2, -1 + u / 4, jex


rng = np.random.default_rng(4)
u_values = [0.5, 1.0, 1.5, 1.9, 2.0, 2.1, 2.5, 3.0, 5.0, 10.0, 20.0]
ratios = []
for u in u_values:
    r = solve(u)
    s, e_bs, jy, jex = formulas(u)
    assert abs(r['s'] - s) < 1e-6
    assert abs(r['e_bs'] - e_bs) < 1e-9
    assert abs(r['s2_bs'] - (1 - s * s)) < 1e-6
    assert abs(r['jy'] - jy) < 1e-6
    assert abs(r['jex'] - jex) < 1e-10
    assert abs(r['jy'] - r['jn'] / (1 + r['s'] ** 2)) < 1e-9
    # The energy of the projected singlet is twice J_Y and obeys the bound.
    assert abs(projected_energy(r['ham'], r['state']) - 2 * r['jy']) < 1e-9
    assert r['jy'] >= r['jex'] - 1e-10
    # No collinear determinant with complex orbitals lies lower.
    orbs = rng.normal(size=(2, 2000, 2)) + 1j * rng.normal(size=(2, 2000, 2))
    orbs /= np.linalg.norm(orbs, axis=2, keepdims=True)
    states = np.einsum('ni,nj,ijk->nk', orbs[0], orbs[1], pair)
    sampled = np.einsum('nk,kl,nl->n', states.conj(), r['ham'], states).real
    assert sampled.min() >= e_bs - 1e-10
    ratios.append(r['jy'] / r['jex'])


def optimize_projected(ham):
    """Minimize the singlet energy after projection; return energy, overlap."""
    result = minimize_scalar(
        lambda x: projected_energy(
            ham, two_electron_state(orbital(x), orbital(np.pi / 2 - x))),
        bounds=(0, np.pi / 4), method='bounded', options={'xatol': 1e-10})
    return result.fun, np.sin(2 * result.x)


for u in (1.0, 3.0, 5.0, 10.0):
    ham = hopping + u * double
    e_opt, s_opt = optimize_projected(ham)
    assert abs(e_opt - 2 * solve(u)['jex']) < 1e-9
    assert abs(s_opt - (np.sqrt(u * u + 16) - u) / 4) < 1e-6

worst = int(np.argmin(ratios))
assert u_values[worst] == 2.0
assert abs(ratios[worst] - (1 + np.sqrt(5)) / 4) < 1e-6

# One-sided slopes of J_Y where the symmetry-broken solution appears.
step = 0.01
j_mid = solve(2.0)['jy']
slope_below = (j_mid - solve(2.0 - step)['jy']) / step
slope_above = (solve(2.0 + step)['jy'] - j_mid) / step
assert abs(slope_below - 0.25) < 1e-3
assert abs(slope_above) < 0.01  # finite step leaves a small curvature term

# Leading errors; tolerances cover the next order of each expansion.
u_small, u_large = 0.1, 30.0
small, large = solve(u_small), solve(u_large)
small_ratio = (small['jy'] - small['jex']) / (u_small ** 2 / 32)
large_ratio = (large['jy'] - large['jex']) / (32 / u_large ** 5)
weak_ratio = (large['jn'] - large['jex']) / (-8 / u_large ** 3)
assert abs(small_ratio - 1) < 0.01
assert abs(large_ratio - 1) < 0.03
assert abs(weak_ratio - 1) < 0.03

# ---------- Worked example ----------
t_mev, u_mev = 200.0, 1000.0
r = solve(u_mev / t_mev)
e_opt, s_opt = optimize_projected(r['ham'])
weight = mean(singlet_projector, r['state'])
assert abs(weight - (1 + r['s'] ** 2) / 2) < 1e-9
to_joule = 1e-3 * elementary_charge

print(f"Hopping t = {t_mev:.1f} meV")
print(f"Repulsion U = {u_mev:.1f} meV")
print(f"U/t = {u_mev / t_mev:.2f} (dimensionless)")
print(f"Magnetic-orbital overlap s = {r['s']:.4f} (dimensionless)")
print(f"E_BS = {r['e_bs'] * t_mev:.3f} meV")
print(f"E_HS = {r['e_hs'] * t_mev:.3f} meV")
print(f"<S^2>_BS = {r['s2_bs']:.4f} (dimensionless)")
print(f"<S^2>_HS = {r['s2_hs']:.4f} (dimensionless)")
print(f"Yamaguchi denominator = {r['s2_hs'] - r['s2_bs']:.4f} (dimensionless)")
print(f"J weak overlap (Noodleman) = {r['jn'] * t_mev:.3f} meV")
print(f"J Yamaguchi = {r['jy'] * t_mev:.3f} meV")
print(f"J Yamaguchi converted = {r['jy'] * t_mev * to_joule:.4e} J")
print(f"J strong overlap = {r['jn'] * t_mev / 2:.3f} meV")
print(f"J exact = {r['jex'] * t_mev:.3f} meV")
print(f"J exact converted = {r['jex'] * t_mev * to_joule:.4e} J")
for label, value in (("weak overlap", r['jn']), ("Yamaguchi", r['jy']),
                     ("strong overlap", r['jn'] / 2)):
    error = 100 * (value / r['jex'] - 1)
    print(f"Error in |J|, {label} = {error:.2f} percent")
print(f"Singlet weight of BS state = {weight:.4f} (dimensionless)")
print(f"Triplet weight of BS state = {1 - weight:.4f} (dimensionless)")
e_projected = projected_energy(r['ham'], r['state']) * t_mev
print(f"Projected singlet energy = {e_projected:.3f} meV")
print(f"Exact singlet energy = {2 * r['jex'] * t_mev:.3f} meV")
print(f"Singlet energy minimized after projection = {e_opt * t_mev:.3f} meV")
print(f"Overlap minimized after projection s* = {s_opt:.4f} (dimensionless)")

print("Table at fixed t: U and all J in meV; s and <S^2>_BS dimensionless")
print("U | s | <S^2>_BS | J weak | J Yamaguchi | J strong | J exact")
for u_row in (100.0, 200.0, 400.0, 600.0, 1000.0, 2000.0, 4000.0):
    q = solve(u_row / t_mev)
    js = [x * t_mev for x in (q['jn'], q['jy'], q['jn'] / 2, q['jex'])]
    print(f"{u_row:.0f} | {q['s']:.4f} | {abs(q['s2_bs']):.4f} | "
          + " | ".join(f"{x:.3f}" for x in js))

print(f"Smallest tested J_Y/J_exact = {ratios[worst]:.4f} (dimensionless)")
print(f"It occurs at U/t = {u_values[worst]:.1f} (dimensionless)")
print(f"dJ_Y/dU just below U=2t = {slope_below:.4f} (dimensionless)")
print(f"dJ_Y/dU just above U=2t = {slope_above:.4f} (dimensionless)")
print("Actual error divided by leading-order error (dimensionless):")
print(f"  Yamaguchi, U/t = {u_small:.1f}: {small_ratio:.4f}")
print(f"  Yamaguchi, U/t = {u_large:.1f}: {large_ratio:.4f}")
print(f"  weak overlap, U/t = {u_large:.1f}: {weak_ratio:.4f}")
print(f"Spin-1 dimer: input J = {coupling:.2f} meV")
print(f"Spin-1 dimer: biquadratic K = {biquadratic:.2f} meV")
print(f"Spin-1 dimer: Yamaguchi J = {j_biquadratic:.2f} meV")
print("all assertions hold")
```

It prints:

```
Hopping t = 200.0 meV
Repulsion U = 1000.0 meV
U/t = 5.00 (dimensionless)
Magnetic-orbital overlap s = 0.4000 (dimensionless)
E_BS = -80.000 meV
E_HS = 0.000 meV
<S^2>_BS = 0.8400 (dimensionless)
<S^2>_HS = 2.0000 (dimensionless)
Yamaguchi denominator = 1.1600 (dimensionless)
J weak overlap (Noodleman) = -80.000 meV
J Yamaguchi = -68.966 meV
J Yamaguchi converted = -1.1049e-20 J
J strong overlap = -40.000 meV
J exact = -70.156 meV
J exact converted = -1.1240e-20 J
Error in |J|, weak overlap = 14.03 percent
Error in |J|, Yamaguchi = -1.70 percent
Error in |J|, strong overlap = -42.98 percent
Singlet weight of BS state = 0.5800 (dimensionless)
Triplet weight of BS state = 0.4200 (dimensionless)
Projected singlet energy = -137.931 meV
Exact singlet energy = -140.312 meV
Singlet energy minimized after projection = -140.312 meV
Overlap minimized after projection s* = 0.3508 (dimensionless)
Table at fixed t: U and all J in meV; s and <S^2>_BS dimensionless
U | s | <S^2>_BS | J weak | J Yamaguchi | J strong | J exact
100 | 1.0000 | 0.0000 | -350.000 | -175.000 | -175.000 | -176.556
200 | 1.0000 | 0.0000 | -300.000 | -150.000 | -150.000 | -156.155
400 | 1.0000 | 0.0000 | -200.000 | -100.000 | -100.000 | -123.607
600 | 0.6667 | 0.5556 | -133.333 | -92.308 | -66.667 | -100.000
1000 | 0.4000 | 0.8400 | -80.000 | -68.966 | -40.000 | -70.156
2000 | 0.2000 | 0.9600 | -40.000 | -38.462 | -20.000 | -38.516
4000 | 0.1000 | 0.9900 | -20.000 | -19.802 | -10.000 | -19.804
Smallest tested J_Y/J_exact = 0.8090 (dimensionless)
It occurs at U/t = 2.0 (dimensionless)
dJ_Y/dU just below U=2t = 0.2500 (dimensionless)
dJ_Y/dU just above U=2t = 0.0006 (dimensionless)
Actual error divided by leading-order error (dimensionless):
  Yamaguchi, U/t = 0.1: 0.9998
  Yamaguchi, U/t = 30.0: 0.9825
  weak overlap, U/t = 30.0: 0.9912
Spin-1 dimer: input J = -10.00 meV
Spin-1 dimer: biquadratic K = 1.00 meV
Spin-1 dimer: Yamaguchi J = -9.75 meV
all assertions hold
```
